# Tip deflection of a released cantilever with a stress gradient

## Problem

A metal film of uniform thickness $h$ is bonded to a flat substrate. Before release it carries an in-plane stress that is equal in all in-plane directions (equi-biaxial) and varies linearly through the thickness,

$$\sigma_x=\sigma_y=\sigma(z)=\bar\sigma+\Gamma z ,\qquad -\tfrac h2\le z\le \tfrac h2 .$$

Here $z$ points away from the substrate and is measured from mid-thickness, and tension is positive. The gradient is $\Gamma=50$ MPa/µm, so the top is the more tensile side. The film is isotropic and linearly elastic, with biaxial modulus $M=E/(1-\nu)=200$ GPa, where $E$ is Young's modulus and $\nu$ is Poisson's ratio.

The material beneath a narrow strip of length $L=100$ µm is etched away, which leaves a cantilever.

1. Find the curvature of the released strip, and explain why $M$ enters although a narrow beam is free at its sides.
2. Show that the tip rises by about 1.25 µm if the root stays level.
3. Take $h=1$ µm, width $b=10$ µm, $\nu=0.35$, $\bar\sigma=50$ MPa and density 9000 kg/m³. Decide how far finite slope, self-weight and a realistic root change the answer.

## Solution

### Strain and stress after release

Let $w(x,y)$ be the upward deflection, with $x$ along the beam and $y$ across it. In thin-plate bending, lines normal to the mid-plane stay normal to it. A point at height $z$ therefore moves along $x$ by $-z\,\partial w/\partial x$, in addition to the displacement of the mid-plane. With $\kappa_x=\partial^2w/\partial x^2$ and $\kappa_y=\partial^2w/\partial y^2$, the strains measured from the bonded state are

$$\varepsilon_x=e_x-\kappa_x z,\qquad \varepsilon_y=e_y-\kappa_y z ,$$

where $e_x$ and $e_y$ are the mid-plane strains. Positive curvature means upward curl, which shortens the top.

These strains change the stress that was already present. The top and bottom faces are free, so Hooke's law for plane stress applies:

$$\sigma_x'=\sigma(z)+\frac{E}{1-\nu^2}\left(\varepsilon_x+\nu\varepsilon_y\right),\qquad
\sigma_y'=\sigma(z)+\frac{E}{1-\nu^2}\left(\varepsilon_y+\nu\varepsilon_x\right).$$

Cut the beam at some $x$. The piece between the cut and the tip carries no external load, so the cut transmits neither net force nor moment. The same holds for a lengthwise cut, because the side edges are free. Near the root this second statement fails, and that region is treated below.

**Zero force.** The terms linear in $z$ integrate to zero over the thickness. Dividing by $h$ leaves

$$\bar\sigma+\frac{E}{1-\nu^2}(e_x+\nu e_y)=0,\qquad \bar\sigma+\frac{E}{1-\nu^2}(e_y+\nu e_x)=0 .$$

Subtracting the two equations gives $(1-\nu)(e_x-e_y)=0$, so $e_x=e_y=e$. Then $e_x+\nu e_y=(1+\nu)e$. Since $1-\nu^2=(1-\nu)(1+\nu)$,

$$e=-\frac{(1-\nu)\bar\sigma}{E}=-\frac{\bar\sigma}{M}.$$

The mean stress changes the length of the beam but does not bend it.

**Zero moment.** Multiply each stress by $z$ and integrate. The constant terms drop out, and $\int z^2\,dz=h^3/12$, so

$$\int_{-h/2}^{h/2}\sigma(z)\,z\,dz=\frac{E}{1-\nu^2}\,\frac{h^3}{12}\,(\kappa_x+\nu\kappa_y),$$

together with the same equation with $x$ and $y$ exchanged. Subtraction again gives equal values, $\kappa_x=\kappa_y=\kappa$, and therefore

$$\kappa=\frac{12}{Mh^3}\int_{-h/2}^{h/2}\sigma(z)\,z\,dz .$$

For the linear profile the integral is $\Gamma h^3/12$. The thickness cancels:

$$\boxed{\kappa=\frac{\Gamma}{M}}$$

The stress left in the beam is

$$\sigma'=\bar\sigma+\Gamma z+M(e-\kappa z)=\bar\sigma+\Gamma z-\bar\sigma-\Gamma z=0 .$$

A linear profile is thus relaxed completely at every depth. The relaxed shape is a shallow spherical cap, $w=\kappa(x^2+y^2)/2$ up to a rigid motion.

### Why the biaxial modulus appears

The beam ends free of stress, so its final state does not show which modulus to use. What matters is the strain recovered on the way there. Removing $\sigma_x$ contracts the material along $x$ by $\sigma_x/E$. Removing $\sigma_y$ expands it along $x$ by $\nu\sigma_y/E$, through Poisson's effect. With $\sigma_x=\sigma_y=\sigma$, the net strain is

$$\varepsilon_x=-\frac{\sigma-\nu\sigma}{E}=-\frac{\sigma}{M}.$$

The second contribution is present however narrow the strip is, because the stress across the strip existed before release.

Two other cases mark the limits of this result.

*Uniaxial initial stress.* Suppose the same gradient had been present in $\sigma_x$ alone. The moment equations would read $\kappa_x+\nu\kappa_y=(1-\nu^2)\Gamma/E$ and $\kappa_y+\nu\kappa_x=0$. Inserting $\kappa_y=-\nu\kappa_x$ into the first gives $\kappa_x=\Gamma/E$. With $E=(1-0.35)\times200=130$ GPa, the tip would rise by 1.92 µm. Using $E$ in the present problem would therefore overstate the deflection by the factor $1/(1-\nu)$.

*Transverse curvature held at zero.* If something keeps the beam flat across its width, then $\kappa_y=0$, and the moment equation for $x$ gives

$$\kappa_x=\frac{(1-\nu^2)\Gamma}{E}=(1+\nu)\frac{\Gamma}{M}.$$

This is 337.5 m⁻¹ for the present numbers. The clamp imposes this condition locally at the root.

### Tip deflection with a level root

Along the centre line $w''=\kappa$ is constant. One integration with $w'(0)=0$ gives $w'=\kappa x$, and a second with $w(0)=0$ gives $w=\kappa x^2/2$. Hence

$$\boxed{\delta=\frac{\kappa L^2}{2}=\frac{\Gamma L^2}{2M}}$$

In SI units $\Gamma=50\times10^{6}\ \mathrm{Pa}/10^{-6}\ \mathrm m=5.0\times10^{13}$ Pa/m, so

$$\kappa=\frac{5.0\times10^{13}\ \mathrm{Pa/m}}{2.00\times10^{11}\ \mathrm{Pa}}=250\ \mathrm{m^{-1}},$$

$$\delta=\tfrac12\,(250\ \mathrm{m^{-1}})(1.00\times10^{-4}\ \mathrm m)^2=1.25\times10^{-6}\ \mathrm m=1.25\ \text{µm}.$$

This is the required deflection. It is upward because the more tensile top contracts more. The radius of curvature is 4.00 mm, forty times the beam length.

At fixed $\Gamma$ the deflection does not depend on thickness. If instead the stress difference between the faces, $\Delta\sigma=\Gamma h$, is held fixed, then $\delta=\Delta\sigma L^2/(2Mh)$, and a thinner beam curls more.

### When the profile is not linear

The general formula for $\kappa$ contains only the first moment of the stress, so the surface stresses alone do not fix the curl. Take $\sigma=s(2z/h)^3$ with $s=25$ MPa. For $h=1$ µm this has the same surface values, $\pm25$ MPa, as the linear part of the given profile. Its moment is

$$\int_{-h/2}^{h/2}s\,\frac{8z^3}{h^3}\,z\,dz=\frac{8s}{h^3}\cdot\frac{2}{5}\left(\frac h2\right)^5=\frac{sh^2}{10},$$

and the curvature is

$$\kappa=\frac{12}{Mh^3}\cdot\frac{sh^2}{10}=\frac{6s}{5Mh}=150\ \mathrm{m^{-1}} .$$

The tip would rise by 0.75 µm instead of 1.25 µm. Some stress also remains after release, because strains linear in $z$ cannot cancel a cubic profile. A measured curl therefore gives an equivalent linear gradient, not the profile itself.

### Finite slope and width

The slope at the tip is $\kappa L=0.025$ rad. Without the small-slope approximation, the beam is a circular arc whose slope angle at arc length $s$ is $\kappa s$. The tip height is then

$$\int_0^L\sin(\kappa s)\,ds=\frac{1-\cos\kappa L}{\kappa}=\frac{\kappa L^2}{2}\left[1-\frac{(\kappa L)^2}{12}+\dots\right].$$

The relative correction is $-5.2\times10^{-5}$, which is negligible.

The width sets another condition. A spherical cap cannot be formed from a flat sheet by bending alone. Its Gaussian curvature $\kappa^2$ requires in-plane strains of order $\kappa^2b^2$. The bending strains are of order $\kappa h$, and the ratio of the two is

$$\frac{\kappa b^2}{h}=\frac{250\times(10^{-5})^2}{10^{-6}}=0.025 .$$

Since this is small, both curvatures can develop. When the ratio grows to several units, stretching noticeably resists the double curvature and the linear theory used here is no longer accurate.

### Self-weight

Let $q=\rho g b h$ be the weight per unit length and $I=bh^3/12$ the second moment of area. The weight beyond $x$ produces a moment $q(L-x)^2/2$, and hence a downward curvature $q(L-x)^2/(2EI)$. A curvature at $x$ moves the tip in proportion to the remaining distance $L-x$, so the sag is

$$\int_0^L (L-x)\,\frac{q(L-x)^2}{2EI}\,dx=\frac{qL^4}{8EI}=\frac{3\rho gL^4}{2Eh^2}=0.10\ \mathrm{nm}.$$

This too is negligible.

### The clamp and the transverse curvature

The relaxed cap has $w=\kappa y^2/2$ along the line $x=0$, but a clamp requires $w=0$ there. The transverse curvature is therefore suppressed at the root and recovers over a distance comparable with the width.

The bending moment on a full cross-section still vanishes, because the piece beyond it is unloaded. Let $\langle\cdot\rangle$ denote an average over the width. Then

$$\langle w_{xx}\rangle-\kappa+\nu\left(\langle w_{yy}\rangle-\kappa\right)=0
\quad\Longrightarrow\quad
\langle w_{xx}\rangle=\kappa+\nu\left(\kappa-\langle w_{yy}\rangle\right).$$

At the clamp $w_{yy}=0$, and the width-averaged lengthwise curvature has the value $(1+\nu)\kappa$ found above. Far from the clamp it returns to $\kappa$. Weighting the excess curvature by its distance from the tip gives the extra deflection of the tip, averaged over its width:

$$\delta_{\rm c}=\nu\int_0^L(L-x)\left(\kappa-\langle w_{yy}\rangle\right)dx=c\,\nu\kappa bL .$$

The number $c$ is of order one because the integrand is appreciable only over a length of order $b$. A numerical solution for the clamped plate gives $c=0.39$, so

$$\delta_{\rm c}=0.39\times0.35\times(250\ \mathrm{m^{-1}})(10^{-5}\ \mathrm m)(10^{-4}\ \mathrm m)=34\ \mathrm{nm}.$$

### The tilt of the anchor

The film that remains bonded beside the release edge is not perfectly rigid. Its lower face is held by the substrate, while its upper part can relax near the edge. In a tensile film the upper part can draw back into the anchor. This turns the root upward by an angle of order $\bar\sigma/E$.

The coefficient was computed with a two-dimensional elastic model of the film edge, in plane strain and on a rigid substrate. For the mean stress it gives

$$\theta_{\bar\sigma}=1.38\,\frac{\bar\sigma}{E}=1.38\times\frac{50\ \mathrm{MPa}}{130\,000\ \mathrm{MPa}}=0.53\ \mathrm{mrad}.$$

The stress is singular at the release edge, which slows convergence. The coefficient changes by under 1 % when the element size is halved, and on a mesh refined toward the edge it settles at 1.37, so the last digit of 1.38 is uncertain; the tilt is 0.53 mrad either way. The stress gradient adds 0.14 mrad, a value that shifts by about 4 % under the same refinement. Together they raise the tip by

$$\delta_{\rm a}=(0.53+0.14)\times10^{-3}\times100\ \text{µm}=67\ \mathrm{nm}.$$

So the mean stress, which has no effect on the curvature, does affect the tip height through the root. Its contribution changes sign with $\bar\sigma$, since the model is linear. For $\bar\sigma=-50$ MPa, with everything else held fixed, the total tilt would be $-0.53+0.14=-0.39$ mrad. The tip would then be lowered by about 39 nm, which largely offsets the 34 nm from the clamp when the two separately computed effects are added; the small remainder is a difference of larger terms and is not fixed reliably by this estimate.

### Reading the result

With the stated tensile mean stress, the estimate including both root effects is

$$1.25+0.034+0.067\approx1.35\ \text{µm},$$

which is 8 % above the level-root value. It is an estimate because the two effects were calculated separately and added; the full three-dimensional root was not solved.

Both root contributions grow essentially as $L$ when $L\gg b$, while the curl grows as $L^2$. Doubling the length at fixed cross-section and stress would raise the ideal deflection to 5.0 µm and the root contribution to about 0.2 µm, so the relative error would fall to about 4 %. If the gradient is to be inferred from a measurement, the curvature of the profile away from the root is a better quantity than the tip height. A root tilt adds a straight line to the profile and leaves its second derivative unchanged.

The parameters are round, rough values for a micrometre-thick metal film and belong to no particular metal. Film stresses of tens to hundreds of MPa and biaxial moduli from about a hundred to a few hundred GPa are plausible for such films, but the gradient depends strongly on deposition and thermal history. A real structure can also depart from the assumption of a level root at a known position. Besides the 8 % found here, etching under the anchor lengthens the beam: an undercut of 5 µm, treated as added free length, multiplies the ideal deflection by $(105/100)^2$, an increase of about 10 %. A compliant substrate also changes the rotation of the root, which is not included. Crystal texture can change the effective modulus; if the film stays elastically isotropic in its plane, $\delta\propto1/M$ at fixed $\Gamma$. Creep or plastic flow before release can change $\Gamma$ itself, so the gradient to be used is the one present when the beam is freed. The value 1.25 µm is thus the elastic curl of the ideal beam. For the numbers used here, the root effects and a 5 µm undercut would each change the tip height by roughly ten per cent; a larger mean stress would tilt the root more. The numerical output below lists the values used.

## Values computed for the example and the checks

```
length L = 100 um
width b = 10 um
thickness h = 1 um
stress gradient = 50 MPa/um
biaxial modulus M = 200 GPa
Poisson ratio = 0.35
Young modulus E = 130 GPa
mean stress = 50 MPa
largest stress before release = 75 MPa
density = 9000 kg/m^3
curvature = 250.0 1/m
radius of curvature = 4.00 mm
tip slope = 0.0250 rad
tip deflection, level root = 1.2500 um
curvature from energy minimum = 250.0000 1/m
tip deflection if E replaced M = 1.923 um
curvature, transverse bending held = 337.5 1/m
cubic profile, surface stress = 25 MPa
cubic profile, curvature = 150.0 1/m
tip height on circular arc = 1.24993 um
relative change from finite slope = -5.21e-05
flatness parameter curvature*b^2/h = 0.025
clamp factor, extra tip/(nu*curvature*b*L) = 0.39
extra tip deflection from clamp = 34 nm
anchor tilt * E / mean stress = 1.38
anchor tilt from mean stress = 0.531 mrad
anchor tilt from gradient = 0.138 mrad
extra tip deflection from anchor tilt = 67 nm
sag from self-weight = 0.10 nm
tip estimate with clamp and tilt = 1.35 um
estimate relative to level root = 8 % higher
```
